# Exchange bias from a partial planar wall in a thick antiferromagnet

## A frozen antiferromagnet

Let a ferromagnetic film of thickness $t$ and magnetization $M$ lie on an antiferromagnet whose spins cannot move. The interface favours one direction of the film's moment. If the moment makes an angle $\beta$ with that direction, the coupling energy per area is $J(1-\cos\beta)$. With a field $H$ along the same direction, the energy per area is

$$E=J(1-\cos\beta)-\mu_0MtH\cos\beta=J-\mu_0Mt\left(H+\frac{J}{\mu_0Mt}\right)\cos\beta .$$

The coupling acts as a constant added field $J/(\mu_0Mt)$. The film reverses when the total field changes sign, at $H=-J/(\mu_0Mt)$ instead of $H=0$. This displacement of the loop is exchange bias.

The result grows without limit as $J$ increases, because the antiferromagnet was forbidden to respond. A real one can twist. When twisting costs less than breaking the interface coupling, the antiferromagnet sets the bias, and $J$ drops out. In Mauri's model the twist is a planar domain wall parallel to the interface, and the bias field becomes

$$H_{\rm eb}=\frac{2\sqrt{AK}}{\mu_0Mt},$$

where $A$ and $K$ are the exchange stiffness and uniaxial anisotropy constant of the antiferromagnet.

## The model

The antiferromagnet fills $x>0$. Its two sublattices stay antiparallel, so one angle $\phi(x)$ gives the direction of the Néel vector, the difference of the sublattice magnetizations. All spins turn in the film plane and nothing varies along that plane. The easy axis is $\phi=0$ or $\pi$. The energy per area is

$$\sigma[\phi]=\int_0^\infty\left(A\phi'^2+K\sin^2\phi\right)dx .$$

There is no factor $\tfrac12$ before $A$; this convention fixes the factor 2 in the result. Define

$$\Delta=\sqrt{A/K},\qquad w=2\sqrt{AK}=\frac{2A}{\Delta}.$$

Let $\alpha=\phi(0)$ be the angle at the interface. The deep spins stay where they were set, $\phi(\infty)=0$. The sign of the Néel vector is chosen so that the coupling is lowest at $\beta=\alpha$. If the film turns rigidly and has a uniaxial anisotropy constant $K_F$ along the same axis, the total energy is

$$E=\sigma+J[1-\cos(\beta-\alpha)]+K_Ft\sin^2\beta-\mu_0MtH\cos\beta .$$

The field does not act on the antiferromagnet. The algebra is in Hartree atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, so that $\mu_0=4\pi/c^2$. With $\mu_0$ kept as a symbol, the formulas have the same form in SI.

## First derivation: the energy of the wall

For a given $\alpha$, the least $\sigma$ follows from completing a square:

$$A\phi'^2+K\sin^2\phi=\left(\sqrt A\,\phi'+\sqrt K\sin\phi\right)^2-2\sqrt{AK}\,\phi'\sin\phi .$$

Since $-\phi'\sin\phi=d(\cos\phi)/dx$, the last term integrates to

$$w\left[\cos\phi\right]_0^\infty=w(1-\cos\alpha).$$

The squared term cannot be negative, so $\sigma\ge w(1-\cos\alpha)$ for every profile with these end values. Equality requires the square to vanish everywhere:

$$\phi'=-\frac{\sin\phi}{\Delta}\quad\Rightarrow\quad\int_\alpha^{\phi}\frac{d\phi_1}{\sin\phi_1}=-\frac{x}{\Delta}.$$

The integral of $1/\sin\phi_1$ is $\ln\tan(\phi_1/2)$, hence

$$\tan\frac{\phi(x)}2=\tan\frac\alpha2\;e^{-x/\Delta}.$$

For $0\le\alpha<\pi$ this profile meets both end conditions and reaches the bound. It is the part of a $180^\circ$ wall that lies between the angles $\alpha$ and 0. Its energy is

$$\sigma(\alpha)=w(1-\cos\alpha).$$

A quarter turn costs $w$, and a half turn costs $2w=4\sqrt{AK}$, the energy of a full wall. Direct minimization of a discretized wall gives $1.0000\,w$ at $90^\circ$ and $1.9847\,w$ at $170^\circ$; the formula gives $1.0000\,w$ and $1.9848\,w$.

The value at $\alpha=\pi$ is a limit. The plane where $\phi=\pi/2$ lies at $x=\Delta\ln\tan(\alpha/2)$ for $\alpha>\pi/2$, and it recedes to infinity as $\alpha\to\pi$. The film is therefore taken to turn out and back through the same range, $0\le\beta<\pi$, with the reversed state as the limit.

For very large $J$, any finite misfit $\beta-\alpha$ would be too costly, so $\alpha=\beta$. Substituting the wall energy gives

$$E(\beta)=w(1-\cos\beta)+K_Ft\sin^2\beta-\mu_0MtH\cos\beta$$

$$\phantom{E(\beta)}=w+K_Ft\sin^2\beta-\mu_0Mt\left(H+\frac{w}{\mu_0Mt}\right)\cos\beta .$$

Apart from the constant $w$, this is the energy of an uncoupled film with $H$ replaced by $H+H_{\rm eb}$, where

$$H_{\rm eb}=\frac{w}{\mu_0Mt}=\frac{2\sqrt{AK}}{\mu_0Mt}.$$

The whole loop is displaced without change of shape. The switching fields show this explicitly. The second derivatives at the two collinear states are

$$E''(0)=2K_Ft+\mu_0MtH+w,\qquad E''(\pi)=2K_Ft-\mu_0MtH-w .$$

For $K_F>0$, the state $\beta=0$ loses stability at $\mu_0MtH=-w-2K_Ft$, and $\beta=\pi$ loses it at $\mu_0MtH=-w+2K_Ft$. Their mean is $-w$, independent of $K_F$. A loop followed through its local minima at $J/w=1000$ and $K_Ft/w=0.3$ has its centre at a reverse field of $1.000\,H_{\rm eb}$ and a half width of $0.600\,H_{\rm eb}$, as these expressions require.

The factor 2 can also be traced by comparing end states. Full reversal stores $2w$ in the wall. In a reverse field $|H|$ it releases $2\mu_0Mt|H|$ of Zeeman energy. The two are equal at $|H|=w/(\mu_0Mt)$.

## Second derivation: the torque through the interface

The same field follows from mechanical equilibrium, without the wall energy. Vary the profile by $\delta\phi$, with the deep spins fixed:

$$\delta\sigma=\int_0^\infty\left(2A\phi'\,\delta\phi'+2K\sin\phi\cos\phi\,\delta\phi\right)dx .$$

Integrating the first term by parts gives

$$\delta\sigma=-2A\phi'(0)\,\delta\alpha+\int_0^\infty\left(-2A\phi''+2K\sin\phi\cos\phi\right)\delta\phi\,dx .$$

Equilibrium inside the antiferromagnet makes the bracket vanish. What remains is the torque per area needed to hold the interface spins at $\alpha$:

$$\tau=-2A\phi'(0).$$

To find the slope, multiply $A\phi''=K\sin\phi\cos\phi$ by $2\phi'$. Both sides are then total derivatives:

$$\frac{d}{dx}\left(A\phi'^2-K\sin^2\phi\right)=0 .$$

Deep inside, both terms vanish, so the constant is zero and $\phi'^2=\sin^2\phi/\Delta^2$. The angle falls from $\alpha$ to 0, which selects the negative root. Thus

$$\tau=\frac{2A}{\Delta}\sin\alpha=w\sin\alpha .$$

The antiferromagnet cannot transmit a torque larger than $w$ in this family of states, however strong the interface. This is why the bias saturates.

Now balance the torques. Setting the derivatives of $E$ with respect to $\alpha$ and $\beta$ to zero gives

$$w\sin\alpha=J\sin(\beta-\alpha),$$

$$J\sin(\beta-\alpha)+2K_Ft\sin\beta\cos\beta+\mu_0MtH\sin\beta=0 .$$

The first equation says that the interface passes on the torque of the wall. It also gives $|\sin(\beta-\alpha)|\le w/J$, so the misfit vanishes as $J\to\infty$. Inserting it into the second, with $\alpha\to\beta$, leaves

$$\sin\beta\left(w+2K_Ft\cos\beta+\mu_0MtH\right)=0 .$$

Once more, $w$ is added to $\mu_0MtH$. At $\beta=\pi/2$ the film has no moment along the axis and its anisotropy exerts no torque. Balance there requires $\mu_0MtH=-w$, the same bias field.

**Finite coupling.** The torque equations also give the field at zero moment when $J$ is not large. This is the bias if the film rotates reversibly; the centre of an open loop is found below from the switching fields. At $\beta=\pi/2$ the first becomes $w\sin\alpha=J\cos\alpha$, so $\tan\alpha=J/w$ and $\cos\alpha=w/\sqrt{w^2+J^2}$. The second then gives the reverse field at zero moment:

$$\mu_0Mt|H|=J\cos\alpha=\frac{wJ}{\sqrt{w^2+J^2}} .$$

For $J\gg w$ this is $w\left(1-w^2/2J^2+\dots\right)$, the strong-coupling result with a second-order reduction. For $J\ll w$ it is $J$, the frozen antiferromagnet of the opening. The smaller of the two energies controls the bias.

## What each derivation assumes

Both derivations assume a planar, laterally uniform twist, antiparallel sublattices and deep spins held at $\phi=0$. They differ in what they require of the equilibrium and in what they deliver.

The energy argument assumes that the antiferromagnet reaches its lowest energy, with the deep spins fixed, at each film angle. It yields an energy $E(\beta)$, and therefore stability, switching fields and stored energy. The square also proves that no other profile with the same ends is cheaper.

The torque argument assumes only stationarity. It needs the slope at the interface and not the whole profile, and it exposes the largest torque that can be transmitted. It does not say whether the zero-moment state is stable. In an open loop that state is an energy maximum between the two branches. Its field is still the centre when $\alpha=\beta$, because replacing $\beta$ by $\pi-\beta$ and reversing $H+H_{\rm eb}$ leaves the energy unchanged.

At finite $J$ this symmetry is lost, and the shape of the loop needs the energy argument. The terms to be minimized over $\alpha$ are $w+J$ minus

$$w\cos\alpha+J\cos(\beta-\alpha)=(w+J\cos\beta)\cos\alpha+J\sin\beta\sin\alpha .$$

The largest value of the right side is the root of the sum of the squared coefficients, so the minimum energy is

$$w+J-\sqrt{w^2+J^2+2wJ\cos\beta}.$$

Its second derivative is $wJ/(J+w)$ at $\beta=0$ and, for $J>w$, $-wJ/(J-w)$ at $\beta=\pi$. Adding the anisotropy and field terms as before, $\beta=0$ becomes unstable when the reverse field rises to

$$\mu_0Mt|H_1|=\frac{wJ}{J+w}+2K_Ft,$$

and $\beta=\pi$ is stable above

$$\mu_0Mt|H_2|=\frac{wJ}{J-w}-2K_Ft .$$

If the film jumps at both fields, the centre of the loop is at their mean, $\mu_0Mt|H|=wJ^2/(J^2-w^2)$. This lies slightly above $w$, whereas the zero-moment field lies slightly below it.

For large $J$, expanding the square root to second order in $w/J$ gives the coupling energy

$$w(1-\cos\beta)-\frac{w^2}{2J}\sin^2\beta .$$

The compliance of the interface acts as an anisotropy of opposite sign to $K_F$. To this order the loop is open if $K_Ft>w^2/(2J)$. Well below this value of $K_Ft$, $|H_1|<|H_2|$ and the film rotates reversibly between these fields; with the full root, a jump away from $\beta=0$ appears earlier, once $K_Ft>w^2J^2/[2(w+J)^3]$, which is 0.75 of $w^2/(2J)$ at $J/w=10$. Strong coupling thus has two meanings: $J\gg w$ suffices for the bias field, while the unchanged loop shape also needs $w^2/(2J)\ll K_Ft$.

## What holds the deep spins?

For $\alpha>\pi/2$ the antiferromagnet could lower its energy by turning its deep spins to $\phi=\pi$. Replacing $\phi$ by $\pi-\phi$ shows that the wall would then cost $w(1+\cos\alpha)$. The twisted state is metastable, and the bias lasts as long as this change is prevented.

Suppose the antiferromagnet has finite thickness $d$ and a free far side. There $\phi'=0$ and $\phi=\phi_d$, so the conserved quantity gives $\phi'^2=(\sin^2\phi-\sin^2\phi_d)/\Delta^2$. With the interface at $90^\circ$, the thickness occupied by a twist is

$$d=\Delta\int_{\phi_d}^{\pi/2}\frac{d\phi}{\sqrt{\sin^2\phi-\sin^2\phi_d}} .$$

Put $\cos\phi=\cos\phi_d\sin u$. The root becomes $\cos\phi_d\cos u$, and $\sin\phi\,d\phi=-\cos\phi_d\cos u\,du$, so

$$d=\Delta\int_0^{\pi/2}\frac{du}{\sqrt{1-\cos^2\phi_d\sin^2u}}\;\ge\;\frac{\pi\Delta}2 .$$

A thinner film has no room for the twist. It stands uniformly at $90^\circ$ with the ferromagnet, keeps no record of its starting side, and gives no bias in this model, provided the coupling is strong enough to turn the interface that far. In relaxation tests at a fixed interface angle of $90^\circ$, a film of thickness $1.4\,\Delta$ became uniform, while one of $1.75\,\Delta$ kept a twist.

## Numbers for a bilayer

Take round parameters: $A=1.0$ pJ/m, $K=10$ kJ/m³, $M=800$ kA/m, $t=10$ nm and $J=2.0$ mJ/m². Then

$$\Delta=\sqrt{\frac{10^{-12}}{10^4}}\ {\rm m}=10\ {\rm nm},$$

$$w=2\sqrt{10^{-12}\times10^4}\ {\rm J/m^2}=0.200\ {\rm mJ/m^2},$$

or $1.248\times10^{-5}$ eV/Å². The bias field, quoted as a flux density, is

$$\mu_0H_{\rm eb}=\frac{w}{Mt}=\frac{2.00\times10^{-4}}{(8\times10^5)(10^{-8})}\ {\rm T}=25.0\ {\rm mT},$$

which corresponds to $H_{\rm eb}=19.9$ kA/m. With all else fixed, it is 50 mT at $t=5$ nm and 12.5 mT at $t=20$ nm: the interface torque is shared by the moment of the whole film.

Here $J/w=10$, and the interface lags by about $w/J$, or $5.7^\circ$, at zero moment. This lowers the bias to about 24.9 mT. The ferromagnet also twists. The field torque is nearly uniform through it, so the torque carried at distance $s$ from the interface is about $w(1-s/t)$. With film stiffness $A_F$,

$$2A_F\frac{d\theta}{ds}=w\left(1-\frac st\right),\qquad\theta(s)-\theta(0)=\frac{w}{2A_F}\left(s-\frac{s^2}{2t}\right).$$

Averaging over the film gives a lag $(w/2A_F)(t/2-t/6)=wt/(6A_F)$. For $A_F=10$ pJ/m this is $1.9^\circ$. At zero moment $\alpha$ falls short of $90^\circ$ by the total lag, so the wall torque $w\sin\alpha$, and with it the bias, is reduced by roughly the cosine of that lag. Solving the coupled layers gives about 24.8 mT, about 1% below the ideal value.

The loop shape changes more. With $K_F=0.50$ kJ/m³, $K_Ft=5$ µJ/m², less than $w^2/(2J)=10$ µJ/m². For a rigid film on a very thick antiferromagnet, the model therefore predicts no hysteresis, but a reversible rotation that starts at a reverse field of 23.98 mT and ends at 26.53 mT. Twist within the film widens this range, to about 23.3 to 27.6 mT in a linear stability estimate.

These parameters are in the rough regime of permalloy on an iron-manganese antiferromagnet, where bias energies $\mu_0H_{\rm eb}Mt$ are of order 0.1 mJ/m². The spin order of that alloy is usually described as non-collinear, so the two-sublattice model stands for its energy scale and not for its spin structure. The antiferromagnet is taken to be 100 nm thick, or $10\,\Delta$. The thickness matters: for the present $A$ and $K$, the limit $\pi\Delta/2$ is 15.7 nm (about 14.7 nm when the interface lag at $J/w=10$ is included), so a 10 nm layer with a free far side would reduce the bias from 25 mT to zero in this model. A measured bias in so thin a layer needs either another source of stability, such as pinned spins, or a coupling too weak to drag the layer round, well below $Kd=0.1$ mJ/m². A larger anisotropy lets the twist survive to larger angles, but with a free far side it does not preserve the setting through complete reversal unless the interface gives way first. That needs $J$ below the largest torque the layer can hold, which approaches $w$ in a thick layer and $Kd$ when $d\ll\Delta$; at $d=\Delta$ the setting is already lost for $J=w/2$. Rough interfaces can also weaken the net coupling: if $J$ fell to $w$, the zero-moment field would be $25/\sqrt2\approx18$ mT.

Even the 100 nm layer needs its far side held. If that side is free, a static wall exists up to an interface angle of $178.64^\circ$, and complete reversal exceeds this.

Heat matters as well. In an isolated grain of diameter 20 nm, a full wall costs $2w$ times the area, 0.784 eV, or 30 times the thermal energy at 300 K. Taking this as the barrier, and assuming an attempt rate of $10^9$ s⁻¹, a mean life of ten years (about $3\times10^8$ s) would need a ratio of $\ln(3\times10^{17})\approx40$. Such a grain, on its own, would not keep its setting that long. Under a reversed film the barrier is lower still: with a free far side and $\alpha>\pi/2$ it is about $2w(1+\cos\alpha)$ times the area, which falls toward zero as the reversal nears completion; in the 100 nm layer the barrier is gone at $178.64^\circ$.

The parameters are taken to hold at 300 K. In a classical mean-field estimate with an assumed Néel temperature of 500 K, $A$ varies as the square of the sublattice order and $K$ as $1-T/T_N$. Then $w$ at 400 K is 0.53 of its value at 300 K, and with $M$ held fixed the bias falls to about 13 mT. This counts only the softening of $A$ and $K$; in real bilayers the bias vanishes at a blocking temperature below the Néel temperature. By contrast, for an assumed susceptibility of $10^{-3}$, the direct field energy in the antiferromagnet is $2.5\times10^{-5}$ of $K$. For this bilayer, heat and the hold on the far spins limit the use of the formula far more than finite coupling does. The remaining values are in the numerical output.

## Table of computed values

```
TESTS IN REDUCED UNITS
wall energy/w at 30 deg: minimized 0.1340, formula 0.1340
wall energy/w at 90 deg: minimized 1.0000, formula 1.0000
wall energy/w at 150 deg: minimized 1.8659, formula 1.8660
wall energy/w at 170 deg: minimized 1.9847, formula 1.9848
bias/(w/(mu0 M t)) of layers at J/w = 100: 0.9999
loop centre at J/w = 1000, K_F t/w = 0.3: 1.000
loop half width, same case: 0.600
EXAMPLE INPUTS
antiferromagnet stiffness A: 1.0 pJ/m
antiferromagnet anisotropy K: 10.0 kJ/m^3
antiferromagnet thickness: 100 nm
ferromagnet magnetization M: 800 kA/m
ferromagnet thickness t: 10 nm
ferromagnet stiffness A_F: 10 pJ/m
ferromagnet anisotropy K_F: 0.50 kJ/m^3
interface coupling J: 2.0 mJ/m^2
EXAMPLE RESULTS
wall length Delta: 10.0 nm
w = 2 sqrt(AK): 0.200 mJ/m^2
w converted: 1.248e-05 eV/angstrom^2
full wall energy 2w: 0.400 mJ/m^2
coupling ratio J/w: 10.0
bias field mu0 H_eb: 25.00 mT
bias field H_eb converted: 19.89 kA/m
mu0 H_eb at t = 5 nm: 50.00 mT
mu0 H_eb at t = 20 nm: 12.50 mT
NEGLECTED EFFECTS
bias with finite J, rigid film: 24.87 mT
bias with finite J and film twist: 24.78 mT
interface lag w/J: 5.73 deg
film twist lag w t/(6 A_F): 1.91 deg
K_F t: 5.0 uJ/m^2
w^2/(2J): 10.0 uJ/m^2
rotation starts at reverse field: 23.98 mT
rotation complete at reverse field: 26.53 mT
largest angle held with free far side: 178.64 deg
no-bias thickness pi Delta/2: 15.7 nm
grain diameter: 20 nm
full-wall barrier of grain: 0.784 eV
thermal energy at 300 K: 0.0259 eV
barrier / thermal energy: 30.3
assumed Neel temperature: 500 K
w(400 K)/w(300 K), mean field: 0.530
assumed antiferromagnet susceptibility (SI): 1.0e-03
field energy / K in antiferromagnet: 2.5e-05
```
